# Why Disorder Can Lower the Resistance of a Superconducting Tunnel Contact

**Question.** An electron arriving from a normal conductor can enter a superconductor at low energy if a second electron goes with it. At a barrier of small transparency $\Gamma$, this pair transfer has a probability of order $\Gamma^2$. Disorder in front of the barrier sends electrons back for further attempts. Do the extra attempts help, and does it matter whether they add as probabilities or as amplitudes?

**Answer.**

## The contact and one attempt

Let the conductor carry $N$ spin-degenerate modes. A barrier, equally transparent in all modes, separates it from an ideal superconductor. Between the barrier and the normal reservoir lies disorder of length $L$. Temperature and bias are zero, pairing is singlet, and time-reversal symmetry holds unless stated otherwise. Resistances $r$ are in units of $h/(2e^2N)$, and $g=1/r$. The scattering length $\ell$ is defined by Ohm's law: disorder alone has $r=1+s$, with $s=L/\ell$, where the 1 is the contact resistance of the modes.

At the Fermi energy, the electron and hole amplitudes $u,v$ in the superconductor obey

$$\xi u+\Delta v=0,\qquad \Delta u-\xi v=0,$$

where $\xi$ is kinetic energy minus Fermi energy. Hence $\xi^2=-\Delta^2$. For an incident electron $e^{ikx}$, the matching wave has wave number near $k$ and decays into the superconductor. This selects $\xi=i\Delta$ and $v/u=-i$. The electron returns as a hole with amplitude $-i$, provided $\Delta$ is far below the Fermi energy. An incident hole $e^{-ikx}$ selects $\xi=-i\Delta$, and $u/v=-i$ as well.

Let $t$ transmit electrons through the whole normal region, barrier included, towards the superconductor. Let $t'$ transmit them back, and let $r'$ reflect them on the superconductor side. Holes obey the complex-conjugate equation, so their matrices are $t'^*$ and $r'^*$. The electron wave $a$ reaching the superconductor consists of the first arrival and the wave that has been converted twice:

$$a=t+(-i)^2r'r'^*a\quad\Rightarrow\quad r_{he}=-i\,t'^*(1+r'r'^*)^{-1}t .$$

Time reversal makes the scattering matrix symmetric, so $t'^*=t^\dagger$ and $r'^*=r'^\dagger$. Current conservation gives $r'r'^\dagger=1-tt^\dagger$. Therefore

$$r_{he}=-i\,t^\dagger(2-tt^\dagger)^{-1}t .$$

If $T$ denotes the eigenvalues of $tt^\dagger$, a hole returns with probability $T^2/(2-T)^2$. The current per incident electron is $1-R_{ee}+R_{he}=2R_{he}$, so

$$g=\left\langle\frac{2T^2}{(2-T)^2}\right\rangle, \tag{1}$$

where the brackets average over modes. Without disorder $T=\Gamma$. One attempt then converts with probability $A=\Gamma^2/(2-\Gamma)^2$, and $r=1/(2A)$.

## Incoherent attempts

Suppose that successive visits to the barrier have no phase relation. Disorder transmits with probability $\tau=1/(1+s)$ and reflects with $R=s/(1+s)$. The mean number of barrier hits per incident electron is

$$\tau(1+R+R^2+\cdots)=\frac{\tau}{1-R}=1 .$$

The extra hits of the electrons that arrive compensate for those that never arrive.

For the resistance, follow the probability of leaving as an electron minus that of leaving as a hole. Each hit multiplies this difference by $q=1-2A$. Summing the returns gives

$$D=R+\frac{\tau^2q}{1-Rq}.$$

Since $D=1-2R_{he}$, and $R+\tau=1$,

$$g=1-D=\frac{\tau(1-q)}{1-Rq}.$$

With $1-Rq=(1-q)+\tau q$, the inverse is

$$r_{\rm inc}=\frac1\tau+\frac{q}{1-q}=1+s+\frac{1-2A}{2A}=s+\frac{(2-\Gamma)^2}{2\Gamma^2}. \tag{2}$$

Incoherent disorder thus adds its own resistance and leaves the $1/\Gamma^2$ cost intact.

## Why coherent returns differ

First let conversion be weak. The barrier then acts on the disorder as a mirror of phase $\phi_0$. Let $r_D$ be the disorder's reflection matrix seen from the barrier, $t_D$ its transmission towards the barrier, and $x=e^{i\phi_0}r_D$. The wave incident on the barrier is

$$W=(1+x+x^2+\cdots)t_D=(1-x)^{-1}t_D .$$

Up to a phase, $t=\sqrt\Gamma\,W$. For $T\ll1$ the exact amplitude becomes

$$r_{he}\approx-\frac{i\Gamma}{2}W^\dagger W .$$

The factor $W$ brings the electron in. The factor $W^\dagger$ takes the hole out along the reversed paths, with the opposite phase. The path phases cancel, so contributions from different paths add as amplitudes.

Let $w$ be the eigenvalues of $W^\dagger W$, which are also those of $WW^\dagger$. Because $t_Dt_D^\dagger=1-xx^\dagger$,

$$WW^\dagger=(1-x)^{-1}(1-xx^\dagger)(1-x^\dagger)^{-1}
=1+\sum_{k\ge1}(x^k+x^{\dagger k}).$$

The last equality follows on multiplying $(1-x)^{-1}+x^\dagger(1-x^\dagger)^{-1}$ by $1-x$ on the left and $1-x^\dagger$ on the right. Averaging over $\phi_0$ removes every power of $x$, leaving $\langle w\rangle=1$. This is the single average hit found above.

The conversion probability, however, contains $w^2$. After the phase average, only equal powers of $x$ and $x^\dagger$ survive. For isotropic mode mixing and large $N$, each innermost pair $xx^\dagger$ averages to $R$, so

$$\langle w^2\rangle=1+2\sum_{k\ge1}R^k=1+\frac{2R}{1-R}=1+2s. \tag{3}$$

Hence $g\approx(\Gamma^2/2)(1+2s)$ for $\Gamma\ll1$ and $s\Gamma\ll1$. Disorder leaves the mean intensity at the barrier unchanged but makes it uneven among the wave patterns. Coherent pair transfer rewards the strong patterns quadratically.

## Beyond weak conversion

When $s\Gamma$ is not small, the distribution of $T$ is needed. Start with the barrier and add thin disordered slices on the reservoir side. A slice of strength $ds$ has a random reflection matrix $\rho$ with zero mean and $\langle|\rho_{mn}|^2\rangle=ds/N$. Apart from a harmless rotation of modes, it transmits with amplitude $1-ds/2$ on average. Let $r$ be the reflection matrix of the existing part seen from the slice, and set $X=\rho r$ and $M=t^\dagger t$. To order $ds$,

$$M_{\rm new}=M+MX+X^\dagger M+X^\dagger MX-ds\,M ,$$

since the average of $X^2$ vanishes at leading order in $N$. Using $r^\dagger r=1-M$, the average of $X^\dagger MX$ is $ds\,\langle T\rangle(1-M)$.

The terms linear in $X$ have zero mean but shift the eigenvalues in second order. In the eigenbasis of $M$, $\langle|X_{nm}|^2\rangle=(ds/N)(1-T_m)$. Second-order perturbation theory therefore gives

$$\frac{dT_n}{ds}=-T_n+\frac1N\sum_{m\ne n}\left[T_m(1-T_n)+\frac{T_n^2(1-T_m)+T_m^2(1-T_n)}{T_n-T_m}\right].$$

Over the common denominator, the numerator is $T_n^2+T_nT_m-2T_n^2T_m$. Thus

$$\frac{dT_n}{ds}=-T_n+\frac{T_n}{N}\sum_{m\ne n}\frac{T_n+T_m-2T_nT_m}{T_n-T_m}. \tag{4}$$

Corrections from the symmetry of $\rho$ and from fluctuations of $T_n$ are smaller by a factor of order $(1+s)/N$.

This many-variable equation closes for the function

$$I(\phi)=\sin\phi\,H,\qquad H=\left\langle\frac{T}{1-uT}\right\rangle,\qquad u=\sin^2\frac\phi2 .$$

Write $a=1-uT$ and $b=1-uT'$ for two eigenvalues $T,T'$. The derivative of $T/a$ with respect to $T$ is $1/a^2$. Symmetrizing the double sum in (4) requires

$$\frac{T}{a^2}-\frac{T'}{b^2}=\frac{(T-T')(1-u^2TT')}{a^2b^2}.$$

The denominator $T-T'$ cancels, and collecting terms gives

$$\frac{dH}{ds}=-\left\langle\!\left\langle\frac{TT'\,[1-2u+u^2(T+T')-u^2TT']}{a^2b^2}\right\rangle\!\right\rangle .$$

The square bracket equals $(1-2u)ab+u(1-u)(Tb+T'a)$, as expansion shows. The double average then factorizes:

$$\frac{dH}{ds}=-(1-2u)H^2-2u(1-u)H\frac{\partial H}{\partial u}.$$

With $\cos\phi=1-2u$, $\sin^2\phi=4u(1-u)$ and $du/d\phi=\tfrac12\sin\phi$, this is

$$\frac{\partial I}{\partial s}+I\frac{\partial I}{\partial\phi}=0. \tag{5}$$

Two slopes of $I$ are conductances. At $\phi=0$ the slope is $\langle T\rangle$, the normal-state value. At $\phi=\pi/2$ it is

$$\frac12\left\langle\frac{T^2}{(1-T/2)^2}\right\rangle=\left\langle\frac{2T^2}{(2-T)^2}\right\rangle=g .$$

Equation (5) carries each value of $I$ along $\phi$ at speed $I$. Hence $I(\phi,s)=I_0(\phi-sI)$, where the barrier alone gives

$$I_0(\phi)=\frac{\Gamma\sin\phi}{d},\qquad d=1-\Gamma\sin^2\frac\phi2 .$$

Differentiation gives $I'=I_0'(1-sI')$, or $1/I'=s+1/I_0'$. At $\phi=0$ this is the normal resistance $s+1/\Gamma$. At $\phi=\pi/2$ it gives

$$r_{\rm coh}=s+\frac1{I_0'(\psi)},\qquad \psi+sI_0(\psi)=\frac\pi2, \tag{6}$$

$$I_0'(\psi)=\frac{\Gamma\cos\psi}{d}+\frac{\Gamma^2\sin^2\psi}{2d^2}.$$

For $s=0$, $\psi=\pi/2$ and the clean result $1/(2A)$ returns. For $\Gamma\ll1$ and $s\Gamma\ll1$, $\cos\psi\approx s\Gamma$, so $I_0'\approx\Gamma^2(s+\tfrac12)$, in agreement with (3). For $s\Gamma\gg1$, $\psi\to0$ and

$$r_{\rm coh}\to s+\frac1\Gamma .$$

This last limit is reflectionless tunnelling. The barrier still has its normal resistance $1/\Gamma$; what has gone is the additional $1/\Gamma^2$ penalty for moving two electrons.

For a weakly transparent barrier, put $\theta=\pi/2-\psi$. Then $s\Gamma=\theta/\cos\theta$ and

$$\Gamma r_{\rm coh}\approx\frac{\theta}{\cos\theta}+\frac1{\sin\theta}.$$

This diverges at both ends of $0<\theta<\pi/2$, so it has a minimum between them. At fixed small $\Gamma$, adding disorder first lowers the total resistance and later raises it.

## Numbers for an InSb layer with an Al contact

Take an electron density of $3\times10^{11}$ cm$^{-2}$, a mobility of 20 000 cm$^2$/Vs, a width of 2 µm, $L=1$ µm and $\Gamma=0.2$. These are rough model inputs. The mobility is low for a good InSb quantum well and represents a disordered contact region.

The Fermi wave number $k_F=0.1373$ nm$^{-1}$ gives $N=87$ modes and a transport mean free path of 181 nm. In two dimensions, Ohm's law makes $\ell$ larger by $\pi/2$, so $\ell=284$ nm and $s=1000/283.9=3.52$. The resistance unit is 148 Ω.

One attempt succeeds with probability $A=0.04/3.24=0.0123$. The clean contact therefore has $r=40.5$, or 6.01 kΩ. Incoherent disorder raises this to $40.5+3.5=44.0$, or 6.53 kΩ.

For coherent returns, (6) gives $\psi=0.965$ and $d=0.957$. The slope is

$$I_0'=\frac{0.2\times0.569}{0.957}+\frac{0.04\times0.676}{2\times0.957^2}=0.134 .$$

Thus $r_{\rm coh}=3.52+7.48=11.0$, or **1.63 kΩ**. This is one quarter of the incoherent value and less than the clean one. It lies 2.5 above the normal-state resistance of 8.5, or 1.26 kΩ. At this $\Gamma$ the excess is positive for every $s$ and shrinks towards zero as $s\Gamma$ grows; it is sizeable here because $s\Gamma=0.70$ is not large.

The minimum at these fixed material parameters lies near $L=0.95$ µm and is shallow. If $\Gamma$ falls from 0.2 to 0.01, the clean resistance grows from 40.5 to about 19 800. In the many-mode limit $N\gg s$, the minimum coherent resistance grows from 11.0 to 245, close to the $1/\Gamma$ law. The last value does not apply to this layer: that minimum lies at $s$ of order $1/\Gamma$, comparable with the 87 modes, where the corrections to (6) are no longer small.

Equation (6) was tested on 16 random samples with 87 modes, each made of ten partially reflecting planes with random mode mixing between them. Their scattering matrices were combined directly, without (4) or (5). The resistance was 11.2, against 11.0 from (6); sample-to-sample scatter leaves such averages uncertain by a few percent. In separate samples whose disorder breaks time-reversal symmetry, it was 42.4, against 44.0 from (2).

## What destroys the effect

A magnetic field separates the hole's phase from that of the reversed electron path. The incoming and outgoing intensity matrices then become uncorrelated. Each has mean 1, so at leading order their product also averages to 1, and the enhancement disappears. The field that puts $h/(2e)$ through an area $L^2$, here 2.1 mT, sets the scale. The suppression is gradual: diffusion of the pair amplitude in this geometry lowers the weak-conversion factor from 8.0 to about 5.7 at this field and to about 2.4 at ten times it.

Energy has a related effect. An electron at $E$ is paired with a hole governed by the conjugate matrix at $-E$, so $r_{he}\propto W^\dagger(-E)W(E)$. Repeating the step that led to (3) replaces $R$ by

$$\rho=\frac1N\langle\operatorname{Tr}r_D(E)r_D^\dagger(-E)\rangle,$$

and weak conversion is multiplied by

$$F=1+2\operatorname{Re}\sum_{k\ge1}\rho^k=\operatorname{Re}\frac{1+\rho}{1-\rho}. \tag{7}$$

At $E=0$, $F=1+2s=8.0$. The natural energy is $\hbar D/L^2=50$ µeV, with $D$ the diffusion constant. In the ten-plane model, $F$ is 1.03 at ten times this energy and 0.745 at thirty times; direct simulation gave 1.02 and 0.743. Both values depend on the small number of discrete planes, and above all on the gap left between the last plane and the barrier, across which dephased returns can interfere destructively. Neither should be carried over to continuous disorder: spreading the same $s$ over very many planes raises them to 1.36 and 1.07. Equation (7) also assumes energies far below the superconducting gap. Ten and thirty times the natural energy are about 0.5 and 1.5 meV, above the Al gap, where single electrons can enter the superconductor. These values therefore test (7) for an ideal superconductor with a much larger gap and are not predictions for the InSb layer.

## How the model relates to a real contact

At 50 mK, $k_BT=4.3$ µeV. In the plane model, an energy of $3.5k_BT$ lowers the conductance by less than 1%, and $k_BT$ is 2% of a rough Al gap of 0.2 meV. A two-dimensional estimate of dephasing by electron–electron scattering gives a phase length of order 10 µm, well above $L$; however, the layer is narrower than the thermal length $\sqrt{\hbar D/k_BT}=3.4$ µm, and a quasi-one-dimensional estimate gives about 4 to 5 µm, still above $L$. Other sources of dephasing would shorten it further. A thin (delta-function) barrier, whose transparency varies with angle, lowers $r_{\rm coh}$ by 2% at the same mean $\Gamma$; low, thick rectangular barriers give up to about 4%. The clean resistance is more sensitive, falling from 40.5 to about 33 for the thin barrier. Finite-mode corrections have a scale of 5%. Band nonparabolicity raises the mass by 36%, which affects $D$ and the energy scale but not $s$ at given density and mobility.

The least secure assumption is a known, uniform $\Gamma$ at a sharp interface. Halving $\Gamma$ to 0.1 raises the clean resistance from 40.5 to 180.5. At the same $L$, (6) then raises the coherent resistance from 11.0 to about 29; reaching the new minimum of 23.4 takes a longer disordered region or stronger scattering at the same length. Equation (6) also assumes that the disorder mixes all modes equally, and the random samples were built to do so; incomplete mixing can shift the resistance. Incomplete mixing, subband confinement, spin–orbit coupling and superconductivity induced in the InSb beneath the Al are left out, and their effects are not sized here. The kilo-ohm values are therefore model results, not expected readings for a particular device. The numerical output below gives the remaining intermediate values.

## Values computed for the example and the checks

```
Rough InSb/Al inputs
density = 3.00e+11 cm^-2; mobility = 20000 cm2/Vs
width = 2.00 um; length = 1.00 um
barrier transparency = 0.20; temperature = 50 mK
band-edge mass = 0.014 m_e; InSb gap = 0.24 eV
Al superconducting gap = 0.20 meV
Derived values
Fermi wave number = 0.1373 nm^-1; modes N = 87
transport mean free path = 180.7 nm
Ohmic scattering length = 283.9 nm; s = 3.522
resistance unit h/(2e^2N) = 148.35 ohm
Andreev probability per hit = 0.01235
classical mean barrier hits = 1.000000
coherent angle psi = 0.9654 rad
Contact resistance: reduced value; kilo-ohm
clean superconducting: 40.500; 6.008 kohm
disordered incoherent: 44.022; 6.531 kohm
disordered coherent: 11.001; 1.632 kohm
disordered normal state: 8.522; 1.264 kohm
incoherent/coherent resistance ratio = 4.002
best disorder length = 0.953 um; s = 3.357
minimum resistance = 10.993; 1.631 kohm
Gamma; clean reduced resistance; minimum coherent; minimum*Gamma
0.20; 40.50; 10.993; 2.1987
0.10; 180.50; 23.370; 2.3370
0.05; 760.50; 48.042; 2.4021
0.01; 19800.50; 245.246; 2.4525
Random-plane checks, 16 samples, reduced resistance
normal: simulation 8.546; formula 8.522
T eigenvalues: simulation 11.142; formula 11.001
time reversal: simulation 11.206; formula 11.001
broken reversal: simulation 42.381; incoherent 44.022
mean w = 0.9999; mean w^2 = 8.069; 1+2s = 8.045
Energy checks in the 10-plane model
F at 10 Thouless energies: simulation 1.022; formula 1.029
F at 30 Thouless energies: simulation 0.743; formula 0.745
resistance at 10 Thouless energies: simulation 43.10; weak-conversion estimate 42.87
conductance ratio at 10 Thouless energies = 0.260
Neglected effects
Thouless energy = 49.58 ueV; kT = 4.31 ueV
conductance change at 3.5 kT = -0.73 %
kT/superconducting gap = 0.0215
estimated phase length = 10.65 um
field for h/(2e) through length squared = 2.07 mT
Fermi energy = 43.4 meV; mass at Fermi level = 0.0191 m_e
mass increase from nonparabolicity = 36.2 %
resistance change from angular barrier = -1.97 %
finite-mode scale (1+s)/N = 5.20 %
```
